# Phantom nuclei: hidden at constant growth speed, exposed under square-root growth

Suppose new grains keep nucleating at random while a memory layer crystallizes, their radii grow as the square root of their age, and the crystalline fraction is calculated from the Avrami formula. The formula then includes material converted by grains that never existed. It predicts too much crystal and too short a half-time. Such grains would do no harm if they lay inside real ones and stayed there. That holds for constant growth speed but fails here.

The fictitious grains enter through the counting. Let nucleation attempts occur at random, independently, at a constant rate $I$ per volume and time, starting at $t=0$ in an infinite three-dimensional solid. An attempt in untransformed material starts a real grain. An attempt inside a real grain starts nothing; if it is kept in the count and allowed to grow, it is a **phantom**. A nucleus of age $a$ is given a ball of radius $r(a)$, with $r(0)=0$ and $r$ increasing. The true crystalline fraction $X$ is the volume fraction covered by the real balls. The Avrami fraction $X_A$ is the fraction covered by all balls, phantoms included.

## A phantom that escapes

Take $r(a)=\sqrt{ka}$ with $k=0.10\ \mathrm{nm^2/s}$. A real grain, the host, is 900 s old when an attempt occurs 6.0 nm from its centre. The host radius is then

$$
\sqrt{0.10\times900}\ \mathrm{nm}=9.49\ \mathrm{nm},
$$

so the attempt is a phantom. Let $a$ be the host's age at that moment, $d$ the distance between the centres, and $b$ the time since the phantom's birth. The phantom's farthest point from the host centre lies at $d+\sqrt{kb}$, while the host radius is $\sqrt{k(a+b)}$. The phantom protrudes when

$$
d+\sqrt{kb}>\sqrt{k(a+b)}.
$$

Both sides are positive, so squaring preserves the inequality:

$$
d^2+2d\sqrt{kb}+kb>ka+kb .
$$

The term $kb$ cancels. For $d>0$ this leaves $\sqrt{kb}>(ka-d^2)/(2d)$. The right side is not negative, because the phantom began inside the host. A second squaring gives the overtaking delay

$$
b^*=\frac{(ka-d^2)^2}{4kd^2}
=\frac{(90-36)^2}{4\times0.10\times36}\ \mathrm{s}
=202.5\ \mathrm{s}.
$$

At $b=2700$ s the protrusion is

$$
6.0+\sqrt{270}-\sqrt{360}=3.46\ \mathrm{nm}.
$$

The formula for $b^*$ is finite for every $d>0$, so every off-centre phantom eventually protrudes from its host's ball. At late times,

$$
\sqrt{k(a+b)}-\sqrt{kb}=\frac{ka}{\sqrt{k(a+b)}+\sqrt{kb}}\longrightarrow0,
$$

and the protrusion tends to $d$. The younger front moves faster than the older one and nearly makes up its late start, while its centre remains displaced.

Escape is common. At $b=a$, a phantom protrudes if $d>(\sqrt2-1)\sqrt{ka}$. For sites uniformly distributed in the host, the share beyond this distance is $1-(\sqrt2-1)^3=0.93$. Protruding from one host does not yet prove an error in $X_A$, however, since another real grain may cover the protruding part.

## Which growth laws hide phantoms

For a general $r(a)$, the phantom remains inside its host when $d+r(b)\le r(a+b)$. The largest possible $d$ is $r(a)$. The host therefore contains the phantom for every possible starting site if and only if

$$
r(a)+r(b)\le r(a+b).
$$

If this holds for all $a$ and $b$, each phantom ball lies in a real ball. Removing the phantoms leaves the covered region unchanged, and $X=X_A$.

Constant speed, $r=va$, gives equality. For a power law $r\propto a^n$, put $p=a/(a+b)$; the condition becomes $p^n+(1-p)^n\le1$. Since $0<p<1$, it holds for $n\ge1$, where $p^n\le p$, and fails for $n<1$, where $p^n>p$. The equality concerns the union of balls. For $n>1$ the ball of an older, faster grain can pass through a younger real grain, and a rule that blocks such growth is not covered by this argument.

Slowing with time is not enough to expose a phantom. Suppose all fronts have the same speed $v(t)$ at a given clock time. A grain born at $s$ then has radius $R(t,s)=\int_s^t v(t')\,dt'$. For a host born at $s_A$ and a phantom born at $s_B$,

$$
R(s_B,s_A)+R(t,s_B)=R(t,s_A),
$$

so the phantom stays hidden however $v(t)$ falls. Exposure in the square-root law comes from the dependence of speed on each grain's own age.

## The Avrami count

A ball of age $a$ covers a chosen point if its nucleus lies within $r(a)$ of that point. The number of covering balls, phantoms included, is Poisson distributed with mean

$$
X_e=I\int_0^t\frac{4\pi}{3}r(a)^3\,da .
$$

This mean is the extended fraction. The chance of no covering ball is $e^{-X_e}$, so $X_A=1-e^{-X_e}$. For $r=\sqrt{ka}$,

$$
X_e=\frac{4\pi}{3}Ik^{3/2}\int_0^t a^{3/2}\,da
=\frac{8\pi}{15}Ik^{3/2}t^{5/2}.
$$

There is a second possible objection to square-root balls: a fast young real grain might seem to pass through an older one. It does not. Nucleus $i$, born at $s_i$ and located at $\mathbf x_i$, reaches $\mathbf y$ at

$$
T_i(\mathbf y)=s_i+\frac{|\mathbf y-\mathbf x_i|^2}{k}.
$$

In $T_A-T_B$ the terms in $|\mathbf y|^2$ cancel, leaving a linear function of $\mathbf y$. Let $B$ be the first real grain to reach $\mathbf y$, so this difference is not negative there. It is not negative at $\mathbf x_B$ either: an older real grain has not reached $B$'s site when $B$ is born, and a younger one starts later. A linear function that is non-negative at both ends of a segment is non-negative along it. Grain $B$ therefore reaches the whole segment first, and real grains need no extra blocking rule.

## The correct statement and its proof

For constant $I$ and $r=\sqrt{ka}$ in three dimensions, at every $t>0$,

$$
0<X_A-X\le cX_e^2,
\qquad
c=\frac{15}{64}\left(\frac{\pi}{16}-\frac{2}{15}\right)=0.0148 .
$$

The upper bound is also the leading term as $X_e\to0$.

**A pair is necessary.** Suppose the origin is covered at time $t$, but by no real ball. A phantom $B$ covers it. At birth, $B$ lay in a real grain $A$, which does not cover the origin at $t$. The probability of this situation is at most the mean number of pairs with these geometric properties. Dropping the requirement that $A$ be real can only increase that number.

Let $a=s_B-s_A$ and $b=t-s_B$. Measure lengths in units of $\sqrt{k(a+b)}$, the radius of $A$ at time $t$. With $p=a/(a+b)$, the host radius at the phantom's birth is $\sqrt p$, and the final phantom radius is $\sqrt{1-p}$. Let $u$ be the distance from the origin to $B$, and $\rho$ that from $B$ to $A$. Then

$$
u<\sqrt{1-p},\qquad \rho<\sqrt p,
$$

and $A$ must lie more than one unit from the origin.

For fixed $u$ and $\rho$, let $\mu$ be the cosine of the angle between the vector from the origin to $B$ and that from $B$ to $A$. The last condition reads $u^2+\rho^2+2u\rho\mu>1$. Directions are uniform in $\mu$ from $-1$ to $1$, so the allowed share is

$$
\frac12\left(1-\frac{1-u^2-\rho^2}{2u\rho}\right)
=\frac{(u+\rho)^2-1}{4u\rho},
\qquad u+\rho\ge1 .
$$

Multiplication by the shell factors $4\pi u^2$ and $4\pi\rho^2$ gives $4\pi^2u\rho[(u+\rho)^2-1]$.

**The ages.** Two volume integrals restore a factor $[k(a+b)]^3$. With $\tau=a+b$, $a=p\tau$ and $b=(1-p)\tau$, the area element is $da\,db=\tau\,d\tau\,dp$. The mean number of pairs is therefore

$$
I^2k^3\int_0^t\tau^4\,d\tau\;G=\frac{I^2k^3t^5}{5}G,
$$

where $G$ is the integral over $p$, $u$ and $\rho$. At fixed $u,\rho$, the conditions require $\rho^2<p<1-u^2$, an interval of length $1-u^2-\rho^2$. Hence

$$
G=4\pi^2\iint u\rho\,[(u+\rho)^2-1](1-u^2-\rho^2)\,du\,d\rho ,
$$

over positive $u,\rho$ with $u+\rho\ge1$ and $u^2+\rho^2\le1$. This region is a quarter disc minus a triangle.

For the quarter disc, set $u=h\cos\theta$, $\rho=h\sin\theta$, $g=h^2$ and $S=\sin2\theta$. Then $u\rho=gS/2$, $(u+\rho)^2=g(1+S)$ and $h\,dh=dg/2$. The integral is

$$
\begin{aligned}
J_1&=\frac14\int_0^{\pi/2}S\int_0^1
g[(1+S)g-1](1-g)\,dg\,d\theta\\
&=\frac14\int_0^{\pi/2}S\left(\frac{1+S}{12}-\frac16\right)d\theta
=\frac1{48}\left(\frac\pi4-1\right).
\end{aligned}
$$

For the triangle, set $u=zx$, $\rho=z(1-x)$ and $m=x(1-x)$, with area element $z\,dz\,dx$. Then $u\rho=z^2m$ and $u^2+\rho^2=z^2(1-2m)$, so

$$
J_2=-\int_0^1\!\!\int_0^1z^3m(1-z^2)
(1-z^2+2mz^2)\,dz\,dx .
$$

Using $\int_0^1m\,dx=1/6$ and $\int_0^1m^2\,dx=1/30$,

$$
J_2=-\frac16\int_0^1z^3(1-z^2)^2dz
-\frac1{15}\int_0^1z^5(1-z^2)dz .
$$

Each remaining integral equals $1/24$, so $J_2=-7/720$. Subtracting the triangle,

$$
G=4\pi^2(J_1-J_2)
=4\pi^2\left(\frac{\pi}{192}-\frac1{90}\right)
=\frac{\pi^2}{3}\left(\frac\pi{16}-\frac2{15}\right).
$$

Since $X_e^2=(8\pi/15)^2I^2k^3t^5$, division gives $c=(G/5)/(8\pi/15)^2$, the value stated. A separate random sampling of pairs gave $c=0.0148$.

**Positivity and leading order.** Consider such a pair with no other attempt up to $t$ within $3\sqrt{kt}$ of the origin. Nucleus $B$ is within $\sqrt{kt}$ of the origin, and $A$ within $2\sqrt{kt}$. Any grain able to cover $A$'s site must lie within the empty region. Thus $A$ is real, $B$ is a phantom, and only $B$ covers the origin. The mean number of attempts in the large ball is

$$
It\,\frac{4\pi}{3}(3\sqrt{kt})^3=36\pi Ik^{3/2}t^{5/2}=67.5X_e .
$$

At most one such isolated pair can exist, so its probability equals its mean number. Consequently

$$
cX_e^2e^{-67.5X_e}\le X_A-X\le cX_e^2 .
$$

The lower bound is positive, and its ratio to the upper bound tends to one as $X_e\to0$. It is useful for the proof but far too weak for an estimate at ordinary coverage.

## How large the error becomes

Simulation of the same attempts with and without phantoms gives the excess at finite coverage. Times below use $k=0.10\ \mathrm{nm^2/s}$ and $I=2.5\times10^{-8}\ \mathrm{nm^{-3}\,s^{-1}}$.

| $X_e$ | time (s) | $X_A$ | $X_A-X$ | bound |
|---|---|---|---|---|
| 0.25 | 2043 | 0.221 | 0.0007 | 0.0009 |
| 0.693 | 3073 | 0.500 | 0.0034 | 0.0071 |
| 1 | 3558 | 0.632 | 0.0053 | 0.0148 |
| 2 | 4694 | 0.865 | 0.0077 | 0.0591 |

The excess falls increasingly below the bound. The bound includes pairs whose supposed host is itself a phantom, pairs at points already covered by other real grains, and several pairs at one point. The simulation does not separate these three contributions.

Up to $X_e=2$, 34% of attempts are phantoms, yet the excess there is only 0.0077 of the total volume. Relative to the untransformed fraction predicted by Avrami, it is 5.7%, compared with 0.7% at the half-time. Beyond the half-time, the error therefore matters more for the remaining amorphous material than for the crystalline fraction.

The half-time delay follows from the slope of the Avrami curve. Since $X_e\propto t^{5/2}$,

$$
\frac{dX_A}{d\ln t}=\frac52X_ee^{-X_e}
=2.5\times0.693\times0.5=0.866 .
$$

The relative delay is about $0.0034/0.866=0.4\%$. The simulated half-times differ by the same 0.4%, or 12 s in 51 min.

## Phase-change memory and the limits of the model

The example represents a retention bake of a 50 nm phase-change layer at 420 K, with an alloy that must redistribute a component as it crystallizes. The parameters are round, rough choices, not data for a particular alloy. The square-root law presumes diffusion control; an alloy that crystallizes without composition change, or growth limited by the interface, gives a roughly constant speed at fixed temperature and no phantom excess. A constant bulk rate $I$ from $t=0$ also omits incubation times and nucleation at the layer's interfaces. A half-time of 51 min would be far too short for long-term storage at that temperature; it belongs to an accelerated test or a poorly retaining layer. The assumption of independent growth fails where the diffusion fields of neighbouring grains overlap. How much this matters depends on how far the fields reach.

Let $\Omega$ be the initial composition difference driving growth, divided by the difference between crystal and adjacent matrix. For an isolated sphere of radius $2\lambda\sqrt{Dt}$, with diffusion coefficient $D$, the radial diffusion equation makes the composition gradient proportional to $e^{-\eta^2}/\eta^2$, where $\eta$ is distance divided by $2\sqrt{Dt}$. Balancing the flux against the moving interface gives

$$
\Omega=2\lambda^3e^{\lambda^2}\int_\lambda^\infty
\frac{e^{-\eta^2}}{\eta^2}\,d\eta,
\qquad k=4\lambda^2D .
$$

Assume $\Omega=0.9$. Then $\lambda=3.56$, and the depletion around an isolated grain falls to a tenth of its value at the front within 8% of the grain radius, at most 1.4 nm at the half-time. For radii below about 4 nm this layer is thinner than 0.3 nm, roughly an atomic spacing, so the continuum growth law is only an extrapolation there.

Enlarging every ball's radius by 8% multiplies $X_e$ by $1.08^3=1.26$. At the half-time, the share of the volume outside all the enlarged balls is then about $2^{-1.26}=0.42$, out of 0.50 still untransformed. In this estimate from isolated fields, most of the remaining matrix keeps nearly its initial composition.

An average over the matrix hides this. At $X=0.5$, conservation of the component reduces the mean value of $\Omega$ to $(0.9-0.5)/(1-0.5)=0.8$. If the loss were spread evenly, $k$ would fall to 0.42 of its initial value at fixed $D$. Since the half-time varies as $k^{-3/5}$ at fixed $I$, using this lower $k$ from the start would lengthen it by 69%. The thin depleted layers contradict that even spread, so the figure should not be taken as an estimate of the delay. The isolated fields are not self-consistent either. Each holds a deficit of $1-\Omega=0.1$ times its grain's volume, so their sum at an untransformed point averages $0.1X_e=0.07$ at the half-time, short of the 0.10 that conservation requires. The rest must collect where fronts approach each other, so overlap already matters at that stage. The actual delay from overlapping fields, and any change in nucleation near the grains, are not calculated here. Conservation also stops crystallization at $X=0.9$, whereas the geometric model continues towards $X=1$, so the model fails for this alloy at late times.

Other corrections can be set beside the phantom error, which at the half-time is equivalent to a 1.0% change in $X_e$. The layer's two faces remove 11% of $X_e$ if all nuclei lie within the layer. An initial nucleus radius $r_0=1$ nm, with growth following $r^2=r_0^2+ka$, adds 0.8%. With rough activation energies of 2.5 eV for both $I$ and $k$, a bake 1 K hotter raises $X_e$ by 51%. For these parameters, phantom removal is a small correction to a prediction limited by larger uncertainties.

The numerical bound is proved here only for constant $I$, three dimensions and independent square-root growth. If all nuclei start together at distinct sites, no attempt occurs inside an existing grain. There are then no phantoms, and counting all balls gives the true union even for square-root growth. The remaining values are in the numerical output below.

## Computed values

```
Growth constant k: 0.10 nm2/s
Nucleation rate I: 2.50e-08 nm^-3 s^-1
Host age at phantom birth: 900 s
Host radius then: 9.487 nm
Phantom distance from host centre: 6.0 nm
Overtaking delay, formula: 202.50 s
Overtaking delay, direct: 202.50 s
Protrusion after 2700 s: 3.458 nm
Protruding share at delay = host age: 0.9289
Bound coefficient c, formula: 0.014769
c, shell quadrature: 0.014769
c, random pairs: 0.01478
Largest arrival gap, linear: 0.0e+00 (final time = 1)
Largest arrival gap, accelerating: 0.0e+00 (final time = 1)
Largest arrival gap, common_clock: 0.0e+00 (final time = 1)
Largest arrival gap, weakly_slowing: 1.1e-01 (final time = 1)
Broken segments, real nuclei only: 0
Broken segments, phantoms kept: 100
Phantom share of attempts up to Xe=2: 0.344
Xe=0.250: time 2043 s, Avrami X 0.2212
  simulated X with phantoms: 0.2198 +/- 0.0019
  excess: 0.00074 +/- 0.00006, bound 0.00092
  excess / Avrami untransformed part: 0.09 %
Xe=0.693: time 3073 s, Avrami X 0.5000
  simulated X with phantoms: 0.4964 +/- 0.0029
  excess: 0.00342 +/- 0.00013, bound 0.00710
  excess / Avrami untransformed part: 0.68 %
Xe=1.000: time 3558 s, Avrami X 0.6321
  simulated X with phantoms: 0.6286 +/- 0.0029
  excess: 0.00529 +/- 0.00017, bound 0.01477
  excess / Avrami untransformed part: 1.44 %
Xe=2.000: time 4694 s, Avrami X 0.8647
  simulated X with phantoms: 0.8628 +/- 0.0020
  excess: 0.00772 +/- 0.00025, bound 0.05908
  excess / Avrami untransformed part: 5.70 %
Avrami half-time: 3072.5 s = 51.21 min
Largest grain radius at half-time: 17.53 nm
True half-time delay: 0.403 % = 12.4 s
Equivalent Xe change from phantoms: 1.01 %
Assumed initial supersaturation: 0.90
Mean supersaturation left at X=0.5: 0.80
Soft impingement: k falls to 0.417 of its start value
Layer thickness: 50 nm
Xe lost at layer faces at half-time: 11.0 %
Initial nucleus radius: 1.0 nm
Xe gain from initial radius: 0.82 %
Bake temperature: 420 K
Activation energy of I and of k: 2.5 eV each
Xe gain for a 1 K hotter bake: 50.7 %
```
